# Kohlrausch's maximum-temperature relation for a metallic contact

## Definitions and conventions

A connected metallic body carries a steady current between two terminals, each an equipotential and an isotherm. The word contact here means a metallic constriction, such as a narrow neck between two wide pads. It does not mean a Schottky barrier or a current path through silicon.

- $\phi$ is the electric potential that a voltmeter reads, measured from the mid-potential. The terminals are at $\phi=\pm V/2$, with $V>0$.
- $T$ is the absolute temperature. Both terminals are at $T_0$, and $T_m$ is the highest temperature in the body.
- $\sigma=1/\rho$ is the electrical conductivity and $\kappa$ the thermal conductivity. Both may depend on position and temperature.
- $\mathbf J=-\sigma\nabla\phi$ is the current density and $\mathbf q=-\kappa\nabla T$ the heat flux. Thermoelectric terms are left out at first and sized later.
- Neither charge nor heat crosses the remaining surface (the sides): $\mathbf n\cdot\nabla\phi=\mathbf n\cdot\nabla T=0$ there.

The Wiedemann-Franz law is assumed at every point, with one constant $L$ for the whole body:

$$\frac{\kappa}{\sigma}=\rho\kappa=LT .$$

SI and engineering units are used, because the result relates volts to kelvins. It reads

$$\boxed{T_m^2=T_0^2+\frac{V^2}{4L}}$$

and contains neither the shape nor the resistivity.

## Where the Lorenz number comes from

Let electrons diffuse at fixed energy $\varepsilon$, which means that scattering is elastic. Their particle flux per unit energy is $-(\sigma_\varepsilon/e^2)\nabla f$, where $f$ is the Fermi function and $\sigma_\varepsilon$ is $e^2$ times the density of states times the diffusion constant.

A gradient of the electrochemical potential $\mu=-e\phi$ gives $\nabla f=(-\partial f/\partial\varepsilon)\nabla\mu$. Multiplying the flux by the charge $-e$ and integrating over energy,

$$\mathbf J=\frac1e\int\sigma_\varepsilon\left(-\frac{\partial f}{\partial\varepsilon}\right)d\varepsilon\,\nabla\mu=-\sigma\nabla\phi,\qquad \sigma=\int\sigma_\varepsilon\left(-\frac{\partial f}{\partial\varepsilon}\right)d\varepsilon .$$

A temperature gradient gives $\nabla f=(-\partial f/\partial\varepsilon)\,[(\varepsilon-\mu)/T]\,\nabla T$. Each electron carries the heat $\varepsilon-\mu$, so

$$\kappa=\frac{1}{e^2T}\int\sigma_\varepsilon(\varepsilon-\mu)^2\left(-\frac{\partial f}{\partial\varepsilon}\right)d\varepsilon .$$

In a degenerate metal $\sigma_\varepsilon$ hardly varies over a few $k_BT$ and may be taken out of both integrals. The cross terms between charge and heat then vanish, because their integrands are odd in $\varepsilon-\mu$. With $x=(\varepsilon-\mu)/k_BT$,

$$\frac{\kappa}{\sigma T}=\left(\frac{k_B}{e}\right)^2\int_{-\infty}^{\infty}\frac{x^2e^{x}}{(e^{x}+1)^2}\,dx .$$

The integrand is even. For $x>0$ the weight is $\sum_{n\ge1}(-1)^{n+1}n\,e^{-nx}$, and $\int_0^\infty x^2e^{-nx}dx=2/n^3$. The integral is therefore $4\sum_{n\ge1}(-1)^{n+1}/n^2=4\cdot\pi^2/12=\pi^2/3$, and

$$L=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2=2.443\times10^{-8}\ \mathrm{V^2/K^2}.$$

## The derivation

Conservation of charge, and the balance between Joule heat and conducted heat, read

$$\nabla\cdot(\sigma\nabla\phi)=0,\qquad \nabla\cdot(\kappa\nabla T)+\sigma|\nabla\phi|^2=0. \tag{1}$$

Define a heat potential, whose unit is volt squared:

$$\theta=\int_{T_0}^{T}\rho\kappa\,dT'=\int_{T_0}^{T}LT'\,dT'=\frac L2\,(T^2-T_0^2).$$

Its gradient is $\nabla\theta=LT\,\nabla T$, so $\sigma\nabla\theta=\kappa\nabla T$. The Joule term can also be written as a divergence. By the product rule and charge conservation,

$$\nabla\cdot(\sigma\phi\nabla\phi)=\sigma|\nabla\phi|^2+\phi\,\nabla\cdot(\sigma\nabla\phi)=\sigma|\nabla\phi|^2 .$$

Now take $w=\theta+\phi^2/2$. Since $\sigma\nabla w=\kappa\nabla T+\sigma\phi\nabla\phi$,

$$\nabla\cdot(\sigma\nabla w)=-\sigma|\nabla\phi|^2+\sigma|\nabla\phi|^2=0. \tag{2}$$

On either terminal $\theta=0$ and $\phi^2=V^2/4$, so $w=V^2/8\equiv w_0$. On the sides $\mathbf n\cdot\nabla w=0$. Multiply (2) by $w-w_0$, integrate over the body and use the divergence theorem:

$$\int\sigma|\nabla w|^2\,d^3r=\oint(w-w_0)\,\sigma\,\mathbf n\cdot\nabla w\,dA=0 .$$

The surface integral vanishes on the terminals through its first factor and on the sides through its last. Since $\sigma>0$, $\nabla w=0$ everywhere, and $w=w_0$ throughout the connected body. Written out,

$$T^2=T_0^2+\frac1L\left(\frac{V^2}{4}-\phi^2\right). \tag{3}$$

Every equipotential is an isotherm. The potential is continuous and runs from $-V/2$ to $V/2$, so it passes through zero inside the body. There (3) has its largest value, which is the boxed relation. The hottest surface is the mid-potential surface, which need not be the geometrical middle.

The shape drops out because charge and heat follow the same paths. A narrower neck carries less current and produces less heat, but it also removes heat less well, in the same proportion.

**Limits.** For $V^2/4L\ll T_0^2$ the rise is $T_m-T_0\approx V^2/(8LT_0)$. In the opposite limit $T_m\approx V/(2\sqrt L)$, about 3200 K per volt, and the terminal temperature no longer matters. Differentiating the boxed relation gives the sensitivities

$$\frac{\partial T_m}{\partial V}=\frac{V}{4LT_m},\qquad \frac{\partial T_m}{\partial T_0}=\frac{T_0}{T_m}.$$

## Unequal terminal temperatures

Let the terminals at $+V/2$ and $-V/2$ have temperatures $T_1$ and $T_2$, and take $\theta=LT^2/2$. Equation (2) still holds. The function $A+B\phi$ satisfies the same equation and the same condition on the sides. If $A$ and $B$ are chosen to match $w$ on both terminals, the integral argument applied to the difference gives $w=A+B\phi$ everywhere. Half the sum and the difference of the two terminal conditions give

$$A=\frac{V^2}{8}+\frac L4(T_1^2+T_2^2),\qquad B=\frac{L(T_1^2-T_2^2)}{2V}.$$

Then $LT^2/2=A+B\phi-\phi^2/2$, which is largest at $\phi=B$ with the value $A+B^2/2$. Hence

$$T_m^2=\frac{T_1^2+T_2^2}{2}+\frac{V^2}{4L}+\frac{L(T_1^2-T_2^2)^2}{4V^2}.$$

This requires $|B|\le V/2$, that is $L|T_1^2-T_2^2|\le V^2$. Otherwise the hottest place is the hotter terminal.

## Current, and the effect of resistance variations

Let $\rho=\rho_0(\mathbf r)\,r(T)$ with $r(T_0)=1$, and let $R_0$ be the resistance with the whole body at $T_0$. By (3), $T$ is a function of $\phi$ alone. Define $\psi$ by $d\psi=d\phi/r(T(\phi))$. Then

$$\mathbf J=-\frac{1}{\rho_0r}\nabla\phi=-\frac1{\rho_0}\nabla\psi,\qquad \nabla\cdot\left(\frac{1}{\rho_0}\nabla\psi\right)=0 .$$

This is the problem of the cold body, with the difference of $\psi$ in place of the voltage. Therefore

$$IR_0=\int_{-V/2}^{V/2}\frac{d\phi}{r(T(\phi))},\qquad T(\phi)=\sqrt{T_m^2-\phi^2/L}. \tag{4}$$

For a resistivity proportional to temperature, $r=T/T_0$, the integral is elementary:

$$IR_0=2T_0\sqrt L\,\arcsin\frac{V}{2\sqrt L\,T_m}=2T_0\sqrt L\,\arccos\frac{T_0}{T_m}.$$

The second form follows because the squares of $V/(2\sqrt L\,T_m)$ and $T_0/T_m$ add to one. As $V$ grows, $IR_0$ tends to $\pi T_0\sqrt L$. In this model no steady state exists above that current.

Sample-to-sample changes of $\rho_0$ or of shape thus leave $T_m$ unchanged at fixed voltage. At fixed current they change it, because $V$ must adjust to satisfy (4).

## Worked example: a silicide neck

Take a nickel monosilicide (NiSi) film 30 nm thick. A neck 40 nm long and 40 nm wide joins two pads 120 nm wide, 60 nm and 40 nm long. The terminals are the outer ends of the pads, at $T_0=358$ K, with $V=0.10$ V between them. Rough film values are $\rho=15\ \mu\Omega\,$cm at $T_0$ and $r=1+\alpha(T-T_0)$ with $\alpha=0.0025$ K$^{-1}$.

$$\frac{V^2}{4L}=\frac{0.0100}{4\times2.443\times10^{-8}}=1.023\times10^5\ \mathrm{K^2},\qquad T_0^2=1.282\times10^5\ \mathrm{K^2},$$

$$T_m=\sqrt{2.305\times10^5}\ \mathrm K=480\ \mathrm K\ (207\,^\circ\mathrm C).$$

The rise is 122 K. The low-voltage formula would give $1.023\times10^5/(2\times358)=143$ K, so this case is already outside its range. One extra millivolt raises the peak by about 2.1 K.

Equations (1) were also solved directly in two dimensions for this film, with the neck off-centre and 2 nm cells. The peak was 480.08 K against 480.1 K from the formula. Over the whole film $\sqrt{T^2+\phi^2/L}$ differed from $T_m$ by at most 0.006 K, which tests (3) and not just its maximum. (The check's output labels this deviation the largest error of T(phi); the error of $T$ itself at given $\phi$ is larger by the factor $T_m/T$, at most 1.34.)

The voltage that brings the peak to 873 K, a rough limit for the stability of such a film, is

$$V=2\sqrt{L(873^2-358^2)}=0.249\ \mathrm V .$$

With 2 nm cells the cold resistance of this geometry is 11.86 Ω, about 0.4% above the value for very fine cells. Equation (4) then gives $I=7.02$ mA, as does the direct solution on the same cells. The hot resistance is $V/I=14.25$ Ω.

**Variability.** In one random film the resistivity of each 20 nm block was multiplied by a log-normal factor of logarithmic spread 0.3. The cold resistance fell to 9.51 Ω, 20% below the uniform film, while the computed peak at the same 0.10 V stayed at 480.1 K. If instead $R_0$ rises by 10% and the current is held at 7.02 mA, (4) requires 0.115 V, and the peak becomes 513 K, which is 33 K higher. The voltage rises by more than 10% because the hotter metal is also more resistive.

**Terminal imbalance.** With one terminal at 398 K and the other at 358 K, the formula gives 496.2 K and the direct solution 496.1 K.

## What the model leaves out

**Heat carried by the lattice.** Lattice vibrations add a conductivity $\kappa_l$, so $\rho\kappa$ exceeds $LT$. In a homogeneous film $\rho\kappa$ is still a function of $T$ alone, and the derivation goes through with $\theta=\int\rho\kappa\,dT$:

$$\int_{T_0}^{T_m}\rho\kappa\,dT=\frac{V^2}{8}. \tag{5}$$

For constant $\kappa_l$ and the linear resistivity this becomes

$$\frac L2(T_m^2-T_0^2)+\kappa_l\rho_0\left[(T_m-T_0)+\frac\alpha2(T_m-T_0)^2\right]=\frac{V^2}{8}.$$

A rough $\kappa_l=5$ W/(m K), beside an electronic 60 W/(m K) at the peak, gives $T_m=472$ K. The direct solution agrees. The peak is lower by 8 K, or 7% of the rise.

**Inelastic scattering.** The value of $L$ derived above assumes elastic scattering. Near the Debye temperature, collisions with lattice vibrations also change the energy of the electrons. This hinders the flow of heat more than the flow of charge, so the electronic $\kappa/(\sigma T)$ falls below that value. If it were 10% lower throughout, the peak in the example would be 492 K, which is 12 K higher. For this assumed reduction the shift is opposite in sign to that from lattice conduction and of similar size. The two need not cancel, so with these rough values they can shift the peak by several kelvins, and the other heat paths discussed below may matter more.

**Heat lost to the oxide.** An isothermal disc of radius $a$ in an infinite medium of conductivity $\kappa_{ox}$ loses $8\kappa_{ox}a$ per kelvin. Dividing by $\pi a^2$, with the disc area equal to that of the neck and a rough $\kappa_{ox}=1.4$ W/(m K), gives a loss coefficient of $1.6\times10^8$ W/(m² K). Applied over the film, it lowers the computed peak to 469 K, 11 K below the insulated value. This is an estimate and not a bound. The coefficient belongs to a disc the size of the neck, and wider heated areas lose less per unit area. Treating the film as a thin sheet in infinite oxide, with the heat allowed to spread, gives a drop of about 7 K. Now take a neck of length $\ell$ that is long enough for the pads to add little thermal resistance and little loss. With the loss coefficient fixed, its side loss grows as $\ell$ while conduction to its ends falls as $1/\ell$, so the relative importance of the loss grows as $\ell^2$ while it is small. In the short neck of the example the pads matter, and the growth with $\ell$ is slower. With the coefficient above, the $\ell^2$ range is not reached at all. The loss stops being small once $\ell$ exceeds about 100 nm, the square root of the thermal sheet conductance divided by the loss coefficient, and up to there the pads still matter, so the growth is at most about linear.

**Thermoelectricity.** In a homogeneous metal with Seebeck coefficient $S$, $\mathbf J=-\sigma(\nabla\phi+S\nabla T)$, and the heat balance gains the Thomson term $-\tau\,\mathbf J\cdot\nabla T$ with $\tau=T\,dS/dT$. Define $y$ by $\mathbf J=\sigma\nabla y$. It runs from 0 to $V$, because the Seebeck voltage cancels between equal terminal temperatures. For $T=T(y)$ the conducted heat is $\kappa\nabla T=LTT_y\,\mathbf J$, where the subscript denotes $d/dy$. Its divergence is $(LTT_y)_y\,J^2/\sigma$, and the Thomson term is $-\tau T_y\,J^2/\sigma$. Dividing the balance by $J^2/\sigma$,

$$(LTT_y)_y+1-\tau T_y=0 .$$

Reversing the sign of $\tau$ is equivalent to replacing $y$ by $V-y$, which moves the peak but leaves its height unchanged. The height therefore has no first-order term in $S$. For $S\propto T$ with a rough 10 μV/K at $T_0$, the computed shift with $\kappa/(\sigma T)$ held at $L$ is −0.02 K, and doubling $S$ multiplies it by 4.0. There is another second-order effect. If $\sigma_\varepsilon$ is linear in energy, the slope that produces $S$ also lowers $\kappa/(\sigma T)$, measured at zero current, by $S^2$. This is less than 1% of $L$ here and raises the peak by less than 1 K. The absence of a first-order term holds for a homogeneous metal. A junction of two different metals inside the body releases or absorbs Peltier heat, which is first order in the difference of their Seebeck coefficients and changes sign with the polarity. For a junction near the mid-potential surface and a difference of 10 μV/K at $T_0$, the peak of the example moves by about ±9 K.

**Local equilibrium.** A rough electron mean free path of 5 nm is one eighth of the neck width, so a local description is reasonable but not extremely good. Joule heat enters the electrons first. The lattice must take up roughly the fraction $\kappa_l/(\kappa_l+\kappa_e)=5/65$ of the power density, $J^2\rho\approx7\times10^{18}$ W/m³. With a rough electron-lattice coupling of $3\times10^{17}$ W/(m³ K), the lattice lags the electrons by about 2 K when the sides are insulated. Heat lost to the oxide must also pass through the lattice, and with the loss coefficient above the lag is nearer 4 K.

## Beside real fuses and contacts

Electrically programmed silicide fuses use currents of roughly 10 mA, similar to that of the example, and pulses of microseconds. The example is not a model of such a fuse, for two reasons. A typical fuse link is much longer than the 40 nm neck, so it loses far more of its heat through the sides. The silicide also usually lies on polysilicon, which conducts heat alongside it. A polysilicon layer 100 nm thick with a rough 30 W/(m K) has a thermal sheet conductance of $3.0\times10^{-6}$ W/K, against $1.8\times10^{-6}$ W/K for the electrons of the 30 nm film at the peak. Both effects make the real peak lower than the boxed relation gives. With the terminals held at $T_0$ and the sides insulated, the estimated thermal settling time is 0.1 ns, so a microsecond pulse is far longer than the film itself needs to reach its steady state. The surrounding oxide and the outer parts of the pads settle more slowly. The mean current density in the neck, $5.8\times10^8$ A/cm², is far above the rough $10^6$ to $10^7$ A/cm² allowed in interconnects. Electromigration may therefore change the neck during the pulse, and the temperature relation alone gives no lifetime. Real pads also warm up: if both terminals rise by 10 K at fixed voltage, the peak rises by about $10\times358/480=7.5$ K.

The relation must not be carried over to a contact whose voltage drops in silicon, where the lattice carries most of the heat. For heavily doped silicon with rough constant values $\rho=10^{-3}$ Ω cm and $\kappa=60$ W/(m K), equation (5) gives

$$T_m-T_0=\frac{V^2}{8\rho\kappa}=\frac{0.0100}{8\times10^{-5}\times60}\ \mathrm K=2.1\ \mathrm K$$

for the same 0.10 V, terminal temperature and insulated sides. The metallic relation would predict 122 K. A voltage measured across a silicide contact can thus be turned into a peak temperature by the boxed relation if nearly all of it drops in the metal, the ends are held at a known temperature, the side losses, the heat conducted along adjoining layers and the lattice's share of the heat conduction are all small, no junction between metals of appreciably different Seebeck coefficient lies in the hot region, and the electronic Lorenz number is close to the elastic value used here. The numerical output below gives the remaining digits.

## Computed results

```
Lorenz number: 2.4430e-08 V^2/K^2
terminal temperature: 358 K; voltage: 0.10 V
neck length, width, thickness: 40, 40, 30 nm
pads: left 60, right 40 nm long; 120 nm wide
resistivity at T0 (rough): 15.0 microohm cm
resistivity slope (rough): 0.0025 1/K
V^2/(4L): 1.0233e+05 K^2; T0^2: 1.2816e+05 K^2
peak temperature, formula: 480.1 K = 207.0 C
temperature rise, formula: 122.1 K
peak, field solver, 4 nm cells: 479.94 K
peak, field solver, 2 nm cells: 480.08 K
largest error of T(phi) over the film: 0.006 K
potential at hottest cell: -0.64 mV
film ceiling (rough): 873 K
voltage reaching the ceiling: 0.2489 V
solver peak at that voltage: 872.89 K
cold resistance: 11.855 ohm
current, formula: 7.016 mA
current, field solver: 7.016 mA
hot resistance V/I: 14.254 ohm
mean current density in neck: 5.85e+08 A/cm^2
grainy film: cold resistance 9.509 ohm
grainy film: solver peak 480.10 K
R0 +10% at fixed current: voltage 0.1150 V
R0 +10% at fixed current: peak 513.4 K
R0 +10% at fixed current: change +33.3 K
one terminal at 398 K: formula 496.16 K
one terminal at 398 K: solver 496.14 K
lattice conductivity (rough): 5.0 W/(m K)
electronic conductivity at peak: 59.9 W/(m K)
peak with lattice conduction, formula: 471.72 K
peak with lattice conduction, solver: 471.70 K
oxide conductivity (rough): 1.4 W/(m K)
oxide loss coefficient (estimate): 1.58e+08 W/(m^2 K)
peak with oxide loss, solver: 469.2 K
Seebeck coefficient at T0 (rough): 10 microV/K
thermoelectric peak shift: -19.3 mK
shift ratio on doubling Seebeck: 3.997
electron-lattice coupling (rough): 3e+17 W/(m^3 K)
electron-lattice lag (estimate): 1.9 K
mean free path (rough): 5 nm; over neck width: 0.125
heat capacity (rough): 3e+06 J/(m^3 K)
thermal settling time (estimate): 0.10 ns
doped silicon (rough): 1e-03 ohm cm, 60 W/(m K)
rise for the same voltage in doped silicon: 2.08 K
```
